# The Madelung correction to exact exchange in an insulator: test program

```python
"""
Result under test: in an insulator, replacing the omitted q+G=0 term of exact
exchange by the Madelung constant v_M of the k-mesh supercell lowers every
occupied level by alpha*v_M, leaves orbitals and virtual levels unchanged, and
so widens the gap by alpha*v_M (alpha = fraction of exact exchange).

Model: simple cubic lattice, one Gaussian ion and two electrons per cell,
plane waves, Hartree + alpha*exact exchange + (1-alpha)*local-density exchange.
Hartree atomic units.  Reciprocal vectors are stored as integers times 2*pi/a.
The ion sits at an inversion centre, so all plane-wave coefficients are real.
v_zero is the value given to the singular exchange term (0 = omitted).
"""
import itertools
import numpy as np
from scipy import constants
from scipy.special import erfc

HARTREE_IN_EV = constants.physical_constants["Hartree energy in eV"][0]
LATTICE = 6.0        # lattice constant, bohr
ION_CHARGE = 2.0     # charge of the Gaussian ion
ION_WIDTH = 0.5      # standard deviation of the ion charge, bohr
CUTOFF = 3.5         # plane-wave kinetic-energy cutoff, hartree
ALPHA = 0.25         # fraction of exact exchange in the hybrid

VOLUME = LATTICE**3
B = 2 * np.pi / LATTICE
RADIUS = np.sqrt(2 * CUTOFF) / B          # cutoff sphere in units of B
PAD = 3 * int(RADIUS) + 4                 # coefficient cubes span -PAD..PAD
SIDE = 2 * PAD + 1
STRIDE = np.array([SIDE**2, SIDE, 1])
ORIGIN = PAD * int(STRIDE.sum())

axis = np.fft.fftfreq(SIDE, 1.0 / SIDE)
G2 = B**2 * (axis[:, None, None]**2 + axis[None, :, None]**2
             + axis[None, None, :]**2)
COULOMB = np.zeros_like(G2)
COULOMB[G2 > 0] = 4 * np.pi / G2[G2 > 0]
ION = ION_CHARGE * np.exp(-G2 * ION_WIDTH**2 / 2) / VOLUME


def integer_grid(n):
    g = np.arange(-n, n + 1)
    return np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1).T


def lattice_points(shift, radius):
    """Integer vectors g with |g + shift| <= radius."""
    points = integer_grid(int(radius) + 2)
    return points[((points + shift)**2).sum(axis=1) <= radius**2]


def madelung(edges):
    """v_M of an orthorhombic supercell by Ewald summation."""
    edges = np.array(edges, dtype=float)
    volume = edges.prod()
    eta = np.sqrt(np.pi) / volume**(1 / 3)
    n = integer_grid(12)
    n = n[(n**2).sum(axis=1) > 0]
    r = np.sqrt(((n * edges)**2).sum(axis=1))
    g2 = ((2 * np.pi * n / edges)**2).sum(axis=1)
    site_potential = (np.sum(erfc(eta * r) / r)
                      + 4 * np.pi / volume * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
                      - np.pi / (volume * eta**2) - 2 * eta / np.sqrt(np.pi))
    return -site_potential


def local_matrix(potential_g, waves):
    d = (waves[:, None, :] - waves[None, :, :]) % SIDE
    return potential_g[d[..., 0], d[..., 1], d[..., 2]]


def to_cube(waves, coefficients):
    cube = np.zeros(SIDE**3)
    cube[waves @ STRIDE + ORIGIN] = coefficients
    return cube.reshape(SIDE, SIDE, SIDE)


def rotate(cube, m):
    """Carry an orbital from the sorted, non-negative k point to k point m."""
    order = np.argsort(np.abs(m), kind="stable")
    turned = np.transpose(cube, tuple(np.argsort(order)))
    flips = tuple(i for i in range(3) if m[i] < 0)
    return np.ascontiguousarray(np.flip(turned, flips))


def exchange_matrix(k, waves, orbitals, n_k, v_zero):
    """Exact-exchange operator at k, summed over orbitals on the whole mesh."""
    total = np.zeros((len(waves), len(waves)))
    for k_other, cube in orbitals:
        dk = k - k_other
        q = lattice_points(dk, 2 * RADIUS)
        q2 = B**2 * ((q + dk)**2).sum(axis=1)
        singular = q2 < 1e-9
        kernel = 4 * np.pi / (VOLUME * n_k * np.where(singular, 1.0, q2))
        kernel[singular] = v_zero
        index = (waves @ STRIDE)[:, None] - (q @ STRIDE)[None, :] + ORIGIN
        amplitude = cube.ravel()[index]
        total -= (amplitude * kernel) @ amplitude.T
    return total


def solve(n_side, mix, v_zero):
    """Self-consistent solution on an n_side**3 mesh from the bare-ion start."""
    n_k = n_side**3
    steps = [i if 2 * i <= n_side else i - n_side for i in range(n_side)]
    mesh = list(itertools.product(steps, repeat=3))
    star = [tuple(sorted(abs(i) for i in m)) for m in mesh]
    reps = sorted(set(star))
    kpt = {r: np.array(r) / n_side for r in reps}
    waves = {r: lattice_points(kpt[r], RADIUS) for r in reps}
    kinetic = {r: np.diag(0.5 * B**2 * ((waves[r] + kpt[r])**2).sum(axis=1))
               for r in reps}
    fock = {r: kinetic[r] + local_matrix(-COULOMB * ION, waves[r]) for r in reps}
    history = []
    for _ in range(60):
        occ = {r: np.linalg.eigh(fock[r])[1][:, 0] for r in reps}
        cubes = {r: to_cube(waves[r], occ[r]) for r in reps}
        orbitals = [(np.array(m) / n_side, rotate(cubes[s], m))
                    for m, s in zip(mesh, star)]
        density = np.zeros((SIDE, SIDE, SIDE))
        for _k, cube in orbitals:
            density += np.abs(np.fft.ifftn(np.fft.ifftshift(cube)) * SIDE**3)**2
        density *= 2 / (n_k * VOLUME)
        density_g = np.fft.fftn(density).real / SIDE**3
        slater = -(1 - mix) * (3 * density / np.pi)**(1 / 3)
        potential = (COULOMB * (density_g - ION)
                     + np.fft.fftn(slater).real / SIDE**3)
        exch = {r: exchange_matrix(kpt[r], waves[r], orbitals, n_k, v_zero)
                for r in reps}
        new = {r: kinetic[r] + local_matrix(potential, waves[r]) + mix * exch[r]
               for r in reps}
        residual = []
        for r in reps:
            fp = np.outer(new[r] @ occ[r], occ[r])
            residual.append((fp - fp.T).ravel())
        residual = np.concatenate(residual)
        if np.abs(residual).max() < 1e-8:
            break
        history.append((np.concatenate([new[r].ravel() for r in reps]), residual))
        history = history[-6:]
        size = len(history)
        system = -np.ones((size + 1, size + 1))
        system[size, size] = 0.0
        for i in range(size):
            for j in range(size):
                system[i, j] = history[i][1] @ history[j][1]
        rhs = np.zeros(size + 1)
        rhs[size] = -1.0
        weights = np.linalg.solve(system, rhs)[:size]
        mixed = sum(w * h[0] for w, h in zip(weights, history))
        start = 0
        for r in reps:
            dim = len(waves[r])
            fock[r] = mixed[start:start + dim**2].reshape(dim, dim)
            start += dim**2
    else:
        raise AssertionError("self-consistency not reached")
    assert abs(density_g[0, 0, 0] * VOLUME - 2) < 1e-9
    energy = sum(star.count(r) * (occ[r] @ (2 * kinetic[r] + mix * exch[r]) @ occ[r])
                 for r in reps) / n_k
    energy += VOLUME * np.sum(COULOMB * density_g * (0.5 * density_g - ION))
    energy += VOLUME * np.mean(0.75 * slater * density)
    levels, vectors = {}, {}
    for r in reps:
        levels[r], vectors[r] = np.linalg.eigh(new[r])
    top = max(levels[r][0] for r in reps)
    bottom = min(levels[r][1] for r in reps)
    return dict(reps=reps, levels=levels, vectors=vectors, fock=new, waves=waves,
                orbitals=orbitals, energy=energy, gap=bottom - top)


def compare(n_side, mix):
    """Solve with and without v_M and test every part of the statement."""
    v_m = madelung([n_side * LATTICE] * 3)
    bare, corr = solve(n_side, mix, 0.0), solve(n_side, mix, v_m)
    assert bare["gap"] > 0 and corr["gap"] > 0
    worst_occ = worst_virt = worst_mix = 0.0
    for r in bare["reps"]:
        change = corr["levels"][r] - bare["levels"][r]
        worst_occ = max(worst_occ, abs(change[0] + mix * v_m))
        worst_virt = max(worst_virt, np.abs(change[1:]).max())
        u = corr["vectors"][r]
        in_basis = u.T @ bare["fock"][r] @ u
        off = in_basis - np.diag(np.diag(in_basis))
        worst_mix = max(worst_mix, np.abs(off).max())
    assert worst_occ < 1e-6      # rigid shift of occupied levels
    assert worst_virt < 1e-6     # virtual levels unchanged
    assert worst_mix < 1e-6      # same orbitals diagonalize both operators
    assert abs(corr["gap"] - bare["gap"] - mix * v_m) < 1e-6
    assert abs(corr["energy"] - bare["energy"] + mix * v_m) < 1e-6
    return v_m, bare, corr, (worst_occ, worst_virt, worst_mix)


def report(title, mix, result):
    v_m, bare, corr, worst = result
    print(f"{title}; levels in hartree, omitted -> Madelung")
    for r in bare["reps"]:
        e0, e1 = bare["levels"][r], corr["levels"][r]
        print(f" k={r}/2 occ {e0[0]:.5f} -> {e1[0]:.5f}"
              f"  virt {e0[1]:.5f} -> {e1[1]:.5f}")
    print(f" sampled gap (hartree): {bare['gap']:.5f} -> {corr['gap']:.5f}")
    opening = corr["gap"] - bare["gap"]
    print(f" gap opening: {opening:.5f} hartree = {opening * HARTREE_IN_EV:.3f} eV")
    print(f" alpha*v_M predicted: {mix * v_m:.5f} hartree")
    print(f" energy per cell (hartree): {bare['energy']:.5f} -> {corr['energy']:.5f}")
    print(f" worst errors occ, virt, orbital mixing (hartree): "
          f"{worst[0]:.0e} {worst[1]:.0e} {worst[2]:.0e}")


print(f"lattice constant {LATTICE} bohr, ion charge {ION_CHARGE}, "
      f"ion width {ION_WIDTH} bohr")
print(f"cutoff {CUTOFF} hartree, exact-exchange fraction {ALPHA}")

# Meaning of v_M: it restores the self-repulsion of an isolated Gaussian charge.
edge, width = 2 * LATTICE, 1.0
v_m2 = madelung([edge] * 3)
g = integer_grid(24)
g2 = (2 * np.pi / edge)**2 * (g**2).sum(axis=1)
g2 = g2[g2 > 0]
periodic = 4 * np.pi / edge**3 * np.sum(np.exp(-g2 * width**2) / g2)
isolated = 1 / (np.sqrt(np.pi) * width)
remainder = 4 * np.pi * width**2 / edge**3
assert abs(periodic + v_m2 - isolated - remainder) < 1e-8
print(f"v_M times edge, cubic supercell: {v_m2 * edge:.6f} (dimensionless)")
print(f"v_M, 2x2x2 supercell: {v_m2:.5f} hartree")
print(f"Gaussian charge, width {width} bohr, box {edge} bohr (hartree):")
print(f" periodic {periodic:.5f}, periodic+v_M {periodic + v_m2:.5f}")
print(f" isolated {isolated:.5f}, remainder 4 pi w^2/V {remainder:.5f}")
v_long = madelung([LATTICE, LATTICE, 4 * LATTICE])
assert v_long < 0
print(f"v_M, elongated 1x1x4 supercell: {v_long:.5f} hartree")

hybrid = {n: compare(n, ALPHA) for n in (1, 2, 3)}
hartree_fock = compare(2, 1.0)
report("Hybrid, 2x2x2 mesh", ALPHA, hybrid[2])
report("Hartree-Fock, 2x2x2 mesh", 1.0, hartree_fock)

# The gap at Gamma on finer meshes: the correction removes a finite-size error.
gamma = (0, 0, 0)
print("Hybrid gap at Gamma (hartree): mesh, v_M, omitted, Madelung")
gamma_gap = {}
for n, (v_m, bare, corr, _worst) in hybrid.items():
    gamma_gap[n] = [s["levels"][gamma][1] - s["levels"][gamma][0]
                    for s in (bare, corr)]
    print(f" {n}x{n}x{n}  {v_m:.5f}  {gamma_gap[n][0]:.5f}  {gamma_gap[n][1]:.5f}")
step_bare = gamma_gap[3][0] - gamma_gap[2][0]
step_corr = gamma_gap[3][1] - gamma_gap[2][1]
assert abs(step_corr) < abs(step_bare)
print(f" change from 2x2x2 to 3x3x3: omitted {step_bare:.5f}, "
      f"Madelung {step_corr:.5f}")

# Fractional occupations at Gamma with frozen orbitals: the shift follows f.
v_m, _bare, corr, _worst = hybrid[2]
fractions = (0.7, 0.3)
u, waves = corr["vectors"][gamma], corr["waves"][gamma]
partial = [(k, c) for k, c in corr["orbitals"] if np.abs(k).max() > 0]
partial += [(np.zeros(3), np.sqrt(f) * to_cube(waves, u[:, band]))
            for band, f in enumerate(fractions)]
with_v, without_v = [exchange_matrix(np.zeros(3), waves, partial, 8, v)
                     for v in (v_m, 0.0)]
print("Fractional occupations at Gamma, hybrid: f, level shift (hartree)")
for band, f in enumerate(fractions):
    shift = ALPHA * (u[:, band] @ (with_v - without_v) @ u[:, band])
    assert abs(shift + ALPHA * v_m * f) < 1e-9
    print(f" {f}  {shift:.5f}")

print("PASS")
```

It prints:

```
lattice constant 6.0 bohr, ion charge 2.0, ion width 0.5 bohr
cutoff 3.5 hartree, exact-exchange fraction 0.25
v_M times edge, cubic supercell: 2.837297 (dimensionless)
v_M, 2x2x2 supercell: 0.23644 hartree
Gaussian charge, width 1.0 bohr, box 12.0 bohr (hartree):
 periodic 0.33502, periodic+v_M 0.57146
 isolated 0.56419, remainder 4 pi w^2/V 0.00727
v_M, elongated 1x1x4 supercell: -0.04809 hartree
Hybrid, 2x2x2 mesh; levels in hartree, omitted -> Madelung
 k=(0, 0, 0)/2 occ -0.28518 -> -0.34429  virt 0.20241 -> 0.20241
 k=(0, 0, 1)/2 occ -0.23859 -> -0.29770  virt 0.05186 -> 0.05186
 k=(0, 1, 1)/2 occ -0.19831 -> -0.25742  virt 0.15693 -> 0.15693
 k=(1, 1, 1)/2 occ -0.16901 -> -0.22812  virt 0.25248 -> 0.25248
 sampled gap (hartree): 0.22087 -> 0.27998
 gap opening: 0.05911 hartree = 1.608 eV
 alpha*v_M predicted: 0.05911 hartree
 energy per cell (hartree): -0.55457 -> -0.61368
 worst errors occ, virt, orbital mixing (hartree): 1e-09 2e-09 2e-09
Hartree-Fock, 2x2x2 mesh; levels in hartree, omitted -> Madelung
 k=(0, 0, 0)/2 occ -0.29349 -> -0.52994  virt 0.27467 -> 0.27467
 k=(0, 0, 1)/2 occ -0.24798 -> -0.48442  virt 0.12728 -> 0.12728
 k=(0, 1, 1)/2 occ -0.20737 -> -0.44381  virt 0.24358 -> 0.24358
 k=(1, 1, 1)/2 occ -0.17738 -> -0.41382  virt 0.35097 -> 0.35097
 sampled gap (hartree): 0.30466 -> 0.54110
 gap opening: 0.23644 hartree = 6.434 eV
 alpha*v_M predicted: 0.23644 hartree
 energy per cell (hartree): -0.44391 -> -0.68035
 worst errors occ, virt, orbital mixing (hartree): 4e-10 3e-10 3e-10
Hybrid gap at Gamma (hartree): mesh, v_M, omitted, Madelung
 1x1x1  0.47288  0.45676  0.57498
 2x2x2  0.23644  0.48759  0.54670
 3x3x3  0.15763  0.50914  0.54855
 change from 2x2x2 to 3x3x3: omitted 0.02155, Madelung 0.00185
Fractional occupations at Gamma, hybrid: f, level shift (hartree)
 0.7  -0.04138
 0.3  -0.01773
PASS
```
